Heat flux beyond crystal momentum in a crystal with two Debye speeds

**Problem**

An isotropic crystal carries heat by one longitudinal branch L, with speed v_L, and two transverse branches T, with a common lower speed v_T. The temperature is low enough for ω = v_s q to hold at all thermally excited wave numbers, so the Debye cutoff may be sent to infinity. Phonons collide through three-phonon normal processes, which conserve energy and crystal momentum. Umklapp, impurities and surfaces are absent.

(a) Project the heat flux onto the crystal momentum. What fraction of the flux, in a sense to be made precise, lies outside the projection?

(b) Can normal collisions remove that part, and which of them do so?

(c) Evaluate the result for v_L = 5.8 km/s, v_T = 3.4 km/s and T = 12 K, with density ρ = 2800 kg/m³ and an effective third-order elastic modulus M = 200 GPa. These are rough values typical of sodium fluoride; M in particular is an order of magnitude. The crystal is first driven by a uniform temperature gradient of 1 K/cm for 1 ns.

**Conventions**

Let n0 be the Bose function. A small deviation from equilibrium is written

n = n0 + n0(n0+1) φ,

and two functions of the phonon state have the inner product

⟨f|g⟩ = (1/Ω) Σ n0(n0+1) f g,

where Ω is the volume and the sum runs over wave vectors and branches. The momentum and heat-flux functions along x are

p = ħq_x, j = ħω v_x.

Since v_x = v_s q_x/q and ω = v_s q, on each branch

j = v_s² p.

The momentum density of the state φ is ⟨p|φ⟩ and its heat flux is J = ⟨j|φ⟩. On a single Debye branch j is a multiple of p, and the flux is as well conserved as the momentum. With two speeds the multiplier differs between branches.

**First estimate by scaling**

The weight of a branch in ⟨p|p⟩ is a momentum squared times a number of thermal modes per volume. A thermal phonon has q ~ k_BT/(ħv_s), and the number of modes goes as g_s q³, with g_L = 1 and g_T = 2. The weight therefore goes as g_s q⁵, or g_s/v_s⁵, and the ratio of the two weights is

a = P_L/P_T = 1/(2r⁵), r = v_L/v_T.

For r = 1.706, a is about 0.035. The transverse phonons dominate, so the projection should be close to v_T² p. What is left over is then (v_L² − v_T²)p on the longitudinal branch. Comparing its squared size with that of the transverse flux gives

R_est = a (r² − 1)² = (r² − 1)²/(2r⁵) = 3.65/28.9 = 0.126.

For the time scale, the squared cubic matrix element is modelled, for all polarizations alike, as

|W|² = M² ħ³ q1 q2 q3/(8ρ³ Ω v1 v2 v3).

This is the product of three zero-point strain amplitudes, q[ħ/(2ρΩω)]^(1/2) each, times MΩ, all squared. The golden rule multiplies Ω|W|² by 1/ħ and by a density of final states of order q³/(ħvq). With numerical factors dropped,

1/τ_est ~ M² ħ q⁵/(ρ³ v_T⁴).

The momentum weight contains x⁴n0(n0+1), with x = ħω/k_BT, which is largest near x = 4. A longitudinal phonon of that energy has q = 4k_BT/(ħv_L) = 1.08 nm⁻¹. The rate is then about 2.1×10⁹ s⁻¹, and τ_est is about 0.5 ns.

**Exact projection**

*Momentum weights.* The angular average of q_x² is q²/3, so for one value of s

P_s = ⟨p|p⟩_s = g_s ∫ d³q/(2π)³ ħ²q_x² n0(n0+1) = g_s (ħ²/6π²) ∫ q⁴ n0(n0+1) dq.

Put q = x k_BT/(ħv_s). Because n0(n0+1) = −dn0/dx, an integration by parts gives

∫ x⁴ n0(n0+1) dx = 4 ∫ x³/(eˣ−1) dx = 4 · 6 Σ 1/m⁴ = 4π⁴/15,

with x from 0 to ∞ and m = 1, 2, 3 and so on. Hence

P_s = g_s (2π²/45) (k_BT)⁵/(ħ³ v_s⁵),

and the ratio a = 1/(2r⁵) found by scaling is exact for linear dispersion.

*Projection.* The part of j along p is

j_∥ = p ⟨p|j⟩/⟨p|p⟩ = V² p, V² = (P_L v_L² + P_T v_T²)/(P_L + P_T).

The numerator has a thermal meaning. The heat capacity per volume is C = (1/Ω) Σ (ħω)² n0(n0+1)/(k_BT²), while ⟨p|j⟩ = (1/Ω) Σ v_s² ħ²q_x² n0(n0+1). The average of q_x² supplies a factor 1/3, so

⟨p|j⟩ = k_BT² C/3.

A phonon gas drifting at velocity u has φ = pu/(k_BT), and therefore carries the flux J = CTu/3.

*Remainder.* Write Δ = v_L² − v_T² and P = P_L + P_T. The remainder j_⊥ = j − j_∥ equals (v_s² − V²)p, with

v_L² − V² = ΔP_T/P, v_T² − V² = −ΔP_L/P.

The signs are opposite: in the remainder the two branches drift against each other with zero total momentum. Its squared norm is

⟨j_⊥|j_⊥⟩ = P_L (ΔP_T/P)² + P_T (ΔP_L/P)² = Δ² P_L P_T/P.

This is positive whenever the speeds differ. Divide by ⟨j|j⟩ = P_L v_L⁴ + P_T v_T⁴, and take out P_T and v_T⁴:

R = ⟨j_⊥|j_⊥⟩/⟨j|j⟩ = a(r² − 1)²/[(1 + a)(1 + a r⁴)].

With a = 1/(2r⁵), the brackets are (2r⁵+1)/(2r⁵) and (2r+1)/(2r), so

R = 2r(r² − 1)²/[(2r⁵ + 1)(2r + 1)].

*What R means for a measured flux.* A temperature gradient drives the distribution at the rate −v_x (dT/dx) ∂n0/∂T. Since ∂n0/∂T = n0(n0+1) ħω/(k_BT²), a uniform gradient G = −dT/dx lasting a time t_p, short compared with the collision time, leaves

φ = G t_p j/(k_BT²).

The pulse writes the function j itself into the gas. Its flux is proportional to ⟨j|j⟩, of which the projection supplies 1 − R and the remainder R. For a differently prepared state the division differs.

**Exact relaxation**

*Linearized collisions.* For the process 1 ↔ 2+3 the forward rate contains f = n1(1+n2)(1+n3) and the backward rate b = (1+n1)n2n3. In equilibrium f = b. The derivative of ln[n/(1+n)] with respect to n is 1/[n(n+1)], so the deviation changes ln[n/(1+n)] by φ to first order. Thus ln(f/b) = φ1 − φ2 − φ3, and the net rate is

Λ(φ1 − φ2 − φ3),

where Λ is the equilibrium rate of the process per volume. Each event changes the sum of a function ψ by −(ψ1 − ψ2 − ψ3). Therefore

⟨ψ|dφ/dt⟩ = −K(ψ,φ), K(ψ,φ) = Σ Λ(ψ1 − ψ2 − ψ3)(φ1 − φ2 − φ3).

K is symmetric and K(φ,φ) ≥ 0. Momentum conservation makes p1 − p2 − p3 = 0 in every normal process, so K(p,φ) = 0 and the projected flux stays constant.

*Open processes.* The vectors satisfy **q1** = **q2** + **q3**, hence q1 ≤ q2 + q3.

- Within one branch, energy conservation demands q1 = q2 + q3, so the three vectors are parallel.
- T cannot decay into a pair containing L: the pair's energy would exceed ħv_T(q2 + q3), which is at least ħv_T q1.
- L → T+T requires q2 + q3 = r q1, which is possible at finite angles for (r−1)q1/2 < q2 < (r+1)q1/2.
- L → L+T, with 3 the transverse phonon, requires q3 = r(q1 − q2), which is possible for (r−1)q1/(r+1) < q2 < q1.

*Action on the remainder.* The jump j_⊥1 − j_⊥2 − j_⊥3 follows from momentum conservation:

L → T+T: (v_L² − V²)p1 − (v_T² − V²)(p2 + p3) = Δ p1,

L → L+T: (v_L² − V²)(p1 − p2) − (v_T² − V²)p3 = Δ p3.

Neither vanishes in general, so K(j_⊥,j_⊥) > 0 and the remainder decays without Umklapp. Same-branch collisions give zero, because there the factor v_s² − V² is common to all three phonons. If they were the sole collisions, each branch would keep its own momentum and the remainder would persist. The answer to (b) thus depends on collisions that exchange momentum between the branches.

*Complete decay.* It remains to exclude a second conserved vector quantity. In an isotropic crystal with equal coupling for both T polarizations, j evolves among functions φ = f_s(q) q_x/q, with the same f_T for both polarizations. If such a function is conserved in L → T+T for every orientation, then

f_L(q1) **q1**/q1 = f_T(q2) **q2**/q2 + f_T(q3) **q3**/q3.

The components of **q2** and **q3** perpendicular to **q1** are equal, opposite and nonzero, so f_T(q2)/q2 = f_T(q3)/q3. The allowed ratios q2/q3 fill the interval from (r−1)/(r+1) to its inverse. Chaining such ratios connects any two wave numbers, so f_T = cq. The right side is then c**q1**, so f_L = cq as well. The conserved function is the momentum and no other. Since K is symmetric and non-negative, every other part of φ decays, and the flux written by the pulse falls from 1 to 1 − R in units of its initial value.

*Initial decay rate.* Let F be K(j_⊥,j_⊥)/Δ², the momentum drag between the branches. Then

1/τ = K(j_⊥,j_⊥)/⟨j_⊥|j_⊥⟩ = F P/(P_L P_T) = F(1/P_L + 1/P_T).

To evaluate F, use q3² = q1² + q2² − 2q1q2μ, where μ is the cosine between **q1** and **q2**. At fixed q1 and q2, |dμ| = q3 dq3/(q1q2), and the energy delta function gives 1/(ħv_T), as phonon 3 is transverse in both processes. Hence

∫ d³q2 δ(E1 − E2 − E3) = [2π/(ħv_T q1)] ∫ q2 q3 dq2.

The other factors are 2π/ħ from the golden rule, 4πq1²dq1 from **q1**, and (2π)⁻⁶ from the two densities of states. Each process also has a multiplicity 2: four ordered polarization pairs, halved for double counting, in L → T+T, and two polarizations in L → L+T. With Q = q1 or q3 for the transferred wave number,

F = Σ 2 M²ħ/(32π³ρ³ v_L v2 v_T²) ∫∫ q1²q2²q3² n1(1+n2)(1+n3) (ħ²Q²/3) dq1 dq2,

where the sum covers the two processes and v2 is v_T or v_L. Measuring wave numbers in units of q0 = k_BT/(ħv_T) makes F proportional to q0¹⁰ and P_s to q0⁵, so

1/τ = [3M²ħ q0⁵/(16πρ³v_T⁴)] S(r).

The number S(r) contains the remaining double integrals. Within this model τ goes as M⁻²T⁻⁵, while R depends on neither M nor T. Two different integrations over the energy shell, one over q2 and one over μ, both give S = 190.655 for the present r.

**Numbers**

*Projection.* The branches hold the shares 0.03345 (L) and 0.96655 (T) of the momentum weight. Then

V² = 0.03345 × 33.64 + 0.96655 × 11.56 = 12.30 km²/s², V = 3.51 km/s.

The remainder factors are 21.34 km²/s² on L and −0.739 km²/s² on T. Weighted by the shares they give +0.714 and −0.714, so the momenta cancel. The result is R = 0.0944.

*Pulse.* With C = 3946 J/(m³ K), the final drift speed is

u = G t_p V²/T = 100 × 10⁻⁹ × 12.30×10⁶/12 = 0.10 m/s,

and the flux that normal collisions cannot remove is CTu/3 = 1618 W/m². Just after an ideally short pulse the flux is 1618/(1 − 0.0944) = 1786 W/m², so normal collisions remove 169 W/m².

*Time.* The prefactor is 1.81×10⁶ s⁻¹, so 1/τ = 190.7 × 1.81×10⁶ = 3.45×10⁸ s⁻¹ and τ is about 3 ns. Of the drag, 92% comes from L → T+T and 8% from L → L+T. Halving or doubling M moves τ to 12 ns or 0.7 ns. The real coupling may be weaker still: averaging over directions the cubic coupling built from the second-order constants quoted below and rough third-order constants (C111, C112, C123, C144, C166, C456 = −1480, −270, 280, 46, −114, 0 GPa) gives an effective M near 80 GPa and τ near 19 ns. The 3 ns is a value of the model, not of sodium fluoride.

The pulse lasts 0.345τ, which is not very short. Flux written a time t before the pulse ends has lost at most the fraction t/τ of its remainder, because e^(−λt) ≥ 1 − λt for each decay rate λ. On average this is at most 17% of 169 W/m², or 29 W/m². If M is doubled, the pulse outlasts τ and the value 1786 W/m² is only an upper limit for the flux at its end; the 1618 W/m² stands, because it is fixed by momentum.

*Course of the decay.* The later decay was computed with six trial functions, q_x/q times q, q² and q³ on each branch, and with the two interbranch processes alone. One combination, the momentum, is conserved; the other five decay. The flux relative to its initial value is 0.970 at τ, 0.954 at 3τ and 0.928 at 10τ, on the way to 0.906. The surviving part of the remainder at 10τ is

(0.9281 − 0.9056)/0.0944 = 0.24,

whereas a single exponential would leave 5×10⁻⁵. The initial rate 1/τ is a weighted mean of many decay rates, and the mean of e^(−λt) is never below e^(−t/τ), since the exponential is convex. The slowest of the five modes has the rate 0.021/τ, a lifetime of about 48τ or 140 ns, but this value belongs to the small trial set. The interbranch collision rate of a phonon goes to zero with its wave number, so trial functions confined to ever longer waves give ever lower rates. The full decay has no slowest rate and ends in a long, non-exponential tail. The flux values after the onset are likewise approximate: a fine basis of piecewise-linear functions, converged in the digits shown, gives 0.971 at τ, 0.955 at 3τ, 0.935 at 10τ and 0.921 at 30τ, so the surviving part is 0.31 at 10τ and still 0.16 at 30τ. So τ describes the onset of the relaxation and not its completion. Same-branch collisions leave the initial slope unchanged; with the same coupling M they change the flux by less than 0.001 up to 30τ.

**Comparison of estimate and solution**

The scaling estimate R_est = 0.126 is 34% above the exact 0.094. The two denominators it dropped account for the whole difference:

(1 + a)(1 + a r⁴) = 1.035 × 1.293 = 1.338, 0.126/1.338 = 0.094.

The first factor differs from 1 because of the small longitudinal share of the momentum. The second is larger because a r⁴ = 1/(2r): longitudinal phonons are few, but each unit of their momentum carries r² times more heat flux, and this enters squared.

The limits show where the estimate can be trusted. For r → ∞ both expressions tend to 1/(2r). The limit r → 1 is a formal one, since a stable isotropic solid has r > 2/√3. There the exact result is (2/9)(r² − 1)² and the estimate (1/2)(r² − 1)², too large by 9/4, because the longitudinal branch then holds a third of the weight and cannot be neglected. R vanishes in both limits, first for want of a difference in speed, then for want of longitudinal phonons. In between it reaches at most 0.117, at r = 2.45. In this model, normal collisions can never remove more than about 12% of a flux written by a short gradient pulse.

The estimated time of 0.5 ns is about six times shorter than the computed 3 ns. Scaling gives the dependence on M, T and ρ but not the numerical coefficient.

**The real crystal**

Very pure sodium fluoride is a known host of second sound at roughly 10 to 20 K, and each of its two elements has a single stable isotope, which removes isotope scattering. At a given temperature R depends on the phonon spectrum alone, so the linear isotropic spectrum is the assumption to test. A sine-shaped dispersion with the same sound speeds raises R from 0.094 to 0.105. Cubic anisotropy with rough elastic constants C11, C12, C44 = 97, 24, 28 GPa and linear dispersion gives 0.118. The weighted mean speed ratio of this crystal is 1.709, nearly the isotropic value, so the change comes from the anisotropy. These are room-temperature constants; low-temperature values of about 108.5, 22.9, 29 GPa are more anisotropic and give 0.145, above the isotropic maximum. A value between about 0.1 and 0.15 is as much as the model supports.

Momentum loss is weak but not absent. An Umklapp process needs at least one incoming phonon beyond half the distance to the zone boundary, and such phonons hold 0.4% of the momentum weight at 12 K with linear dispersion, or 1.8% with the sine-shaped dispersion. This is a weight and not a rate, but it grows quickly on heating. In a sample 8 mm wide the boundary rate v_T/width is 0.0012/τ. That is negligible at the onset of the decay, but for the phonons of longest wavelength it exceeds the rate of interbranch collisions. One part per million of an impurity that changes the mass of a 42 u cell by 16 u scatters transverse phonons of energy 4k_BT at a rate of at most 3.3×10⁻⁵/τ, the value obtained by giving all three final branches the speed v_T. The plateau at 1 − R is therefore a transient: it lasts until these processes destroy the momentum itself. In a silicon chip near room temperature, Umklapp scattering is strong and the thermal phonons reach the zone edge, so neither the plateau nor this value of R should be carried over. The full set of values is in the numerical output.

Computed values

```
Longitudinal speed (rough input): 5.8 km/s
Transverse speed (rough input): 3.4 km/s
Temperature: 12 K
Density (rough input): 2800 kg/m3
Effective third-order modulus M (rough input): 200 GPa
Speed ratio r: 1.7059
Share of momentum weight, L branch: 0.03345
Share of momentum weight, T branches: 0.96655
Projection speed V = sqrt(<p|j>/<p|p>): 3.5069 km/s
Remainder factor v_L^2 - V^2: 21.341 km2/s2
Remainder factor v_T^2 - V^2: -0.739 km2/s2
Remainder weight R, formula: 0.094384
Remainder weight R, quadrature: 0.094384
Largest R over all r: 0.1171 at r = 2.447
Heat capacity per volume: 3946.0 J/(m3 K)
Share of L->T+T in the drag: 0.9243
Share of L->L+T in the drag: 0.0757
Reduced decay rate, k2 integration: 190.655
Reduced decay rate, angle integration: 190.655
Rate unit: 1.808e+06 1/s
Initial decay rate of remainder: 3.45e+08 1/s
Initial decay time tau: 2.9 ns
tau if M is halved: 11.6 ns; if doubled: 0.725 ns
Smallest matrix eigenvalue / next one: 6.8e-15
Slowest decaying basis mode, rate*tau: 0.0208
Flux / initial flux at t = 0 tau: 1.00000
Flux / initial flux at t = 1 tau: 0.96957
Flux / initial flux at t = 3 tau: 0.95449
Flux / initial flux at t = 10 tau: 0.92811
Flux / initial flux, long time: 0.905616
Pulse: gradient 1 K/cm for 1 ns
Pulse length / tau: 0.345
Flux just after pulse: 1786 W/m2
Flux left by normal collisions: 1618 W/m2
Flux removed by normal collisions: 168.6 W/m2
Final drift speed: 0.1025 m/s
Lattice constant (rough input): 0.463 nm
R with sine dispersion and Debye cutoff: 0.1053
Elastic constants C11, C12, C44 (rough): 97, 24, 28 GPa
R with cubic anisotropy: 0.1182
Momentum weight beyond half the zone radius: 4.09e-03
Sample width: 8 mm
Boundary rate v_T/width: 4.25e+05 1/s
Boundary rate * tau: 1.23e-03
Impurity input: 1 ppm, mass change 16 u in a 42 u cell
Impurity rate at energy 4 kT, T branch: 1.14e+04 1/s
Impurity rate * tau: 3.30e-05
```
